# Superexchange and the singlet-triplet splitting of a two-site Mott pair: verification in Python

```python
"""Superexchange splitting of two electrons on two sites.

Result under test: J = E_triplet - E_singlet = 4 t^2 / U for t << U,
which is 62.5 meV at t = 0.25 eV and U = 4 eV.
t: effective hopping between the sites; U: repulsion of two electrons
on one site. Energies are in eV unless a name says otherwise.
The spectra come from fermion operators in the full occupation space;
the closed formulas are compared with these spectra.
"""
from functools import reduce
import numpy as np
from scipy.constants import k as k_joule, e as charge


class Cluster:
    """Fermion operators for a few orbitals with spin."""

    def __init__(self, orbitals):
        modes = 2 * orbitals
        lower = np.array([[0.0, 1.0], [0.0, 0.0]])
        parity, unit = np.diag([1.0, -1.0]), np.eye(2)
        ann = [reduce(np.kron, [parity] * m + [lower]
                      + [unit] * (modes - m - 1)) for m in range(modes)]
        self.up, self.dn = ann[:orbitals], ann[orbitals:]
        self.n_up = [c.T @ c for c in self.up]
        self.n_dn = [c.T @ c for c in self.dn]
        self.n = [a + b for a, b in zip(self.n_up, self.n_dn)]
        self.double = [a @ b for a, b in zip(self.n_up, self.n_dn)]
        self.sz = [(a - b) / 2 for a, b in zip(self.n_up, self.n_dn)]
        self.s_plus = [a.T @ b for a, b in zip(self.up, self.dn)]
        total_plus, total_z = sum(self.s_plus), sum(self.sz)
        self.s_squared = (total_plus.T @ total_plus
                          + total_z @ total_z + total_z)
        self.count = np.diag(sum(self.n))
        self.total_sz = np.diag(total_z)

    def hop(self, i, j):
        one_way = self.up[i].T @ self.up[j] + self.dn[i].T @ self.dn[j]
        return one_way + one_way.T

    def spin_dot(self, i, j):
        flip = self.s_plus[i] @ self.s_plus[j].T
        return (flip + flip.T) / 2 + self.sz[i] @ self.sz[j]

    def splitting(self, ham, keep=True):
        """Lowest triplet minus lowest singlet for two particles."""
        pair = np.isclose(self.count, 2) & keep
        polar = np.flatnonzero(pair & np.isclose(self.total_sz, 1))
        mixed = np.flatnonzero(pair & np.isclose(self.total_sz, 0))
        triplet = np.linalg.eigvalsh(ham[np.ix_(polar, polar)])[0]
        # The spin penalty lifts triplets and leaves singlets in place.
        lifted = ham + 50.0 * self.s_squared
        singlet = np.linalg.eigvalsh(lifted[np.ix_(mixed, mixed)])[0]
        return triplet - singlet


two, three = Cluster(2), Cluster(3)


def dimer(t, U, V=0.0, offset=0.0):
    return (-t * two.hop(0, 1) + U * sum(two.double)
            + V * two.n[0] @ two.n[1]
            + offset * (two.n[0] - two.n[1]) / 2)


def oxygen_bridge(t_pd, U, delta, U_p):
    """Two holes on metal (0), oxygen (1), metal (2)."""
    return (t_pd * (three.hop(0, 1) + three.hop(1, 2))
            + U * (three.double[0] + three.double[2])
            + U_p * three.double[1] + delta * three.n[1])


def hund_bond(t, U, J_H):
    """Orbital 0 on site 1; orbitals 1 and 2 on site 2; 2 is inert."""
    density = three.n[1] @ three.n[2]
    return (-t * three.hop(0, 1) + U * sum(three.double)
            + (U - 2 * J_H) * density
            - J_H * (2 * three.spin_dot(1, 2) + density / 2))


one_inert = np.isclose(np.diag(three.n[2]), 1)


def oxygen_formula(t, U, delta, U_p):
    return 4 * t**2 * (1 / U + 1 / (delta + U_p / 2))


def hund_formula(t, U, J_H):
    return t**2 * (1 / (U - J_H) - 1 / (U - 3 * J_H))


def offset_formula(t, U, offset):
    return 4 * t**2 * U / (U**2 - offset**2)


def close(value, reference, relative):
    return abs(value - reference) <= relative * abs(reference)


# Inputs of the example; all but t and U are rough sizes.
t, U = 0.25, 4.0
V, delta, U_p, J_H = 0.5, 6.0, 4.0, 0.6
spacing_nm, field_MV_cm, temperature = 0.4, 1.0, 300.0
k_eV = k_joule / charge

# Main result and full solution of the same model.
J = 4 * t**2 / U
root = np.sqrt(U**2 + 16 * t**2)
J_full = two.splitting(dimer(t, U))
next_term = 16 * t**4 / U**3
assert abs(J - 0.0625) < 1e-12
assert abs(J_full - (root - U) / 2) < 1e-11
assert 0 < J - J_full < next_term
small = 0.05
residual = 4 * small**2 / U - two.splitting(dimer(small, U))
assert close(residual, 16 * small**4 / U**3, 2e-3)

# Matrix element between the covalent and the even ionic singlet.
vacuum = np.eye(16)[0]
covalent = (two.up[0].T @ two.dn[1].T
            - two.dn[0].T @ two.up[1].T) @ vacuum / np.sqrt(2)
ionic = (two.up[0].T @ two.dn[0].T
         + two.up[1].T @ two.dn[1].T) @ vacuum / np.sqrt(2)
hopping = -t * two.hop(0, 1)
element = abs(ionic @ hopping @ covalent)
assert abs(element - 2 * t) < 1e-12
assert abs(np.linalg.norm(hopping @ covalent) - element) < 1e-12

# Second-order operator on the singly occupied states.
single = np.diag((np.isclose(np.diag(two.n[0]), 1)
                  & np.isclose(np.diag(two.n[1]), 1)).astype(float))
second_order = -single @ hopping @ hopping @ single / U
spin_form = J * (two.spin_dot(0, 1) - np.eye(16) / 4) @ single
assert np.allclose(second_order, spin_form, atol=1e-13)

# Ionic weight and thermal triplet fraction from the six pair states.
pair = np.flatnonzero(np.isclose(two.count, 2))
block = np.ix_(pair, pair)
energies, states = np.linalg.eigh(dimer(t, U)[block])
ground = states[:, 0]
ionic_weight = ground @ sum(two.double)[block] @ ground
assert abs(ionic_weight - (1 - U / root) / 2) < 1e-11
weights = np.exp(-(energies - energies[0]) / (k_eV * temperature))
spin_values = np.sum(states * (two.s_squared[block] @ states), axis=0)
triplet_full = weights @ spin_values / 2 / weights.sum()
triplet_formula = 3 / (3 + np.exp(J_full / (k_eV * temperature)))
assert abs(triplet_full - triplet_formula) < 1e-9
triplet_second = 3 / (3 + np.exp(J / (k_eV * temperature)))

# Formulas for neglected effects, tested where hopping is small.
weak = 0.01
assert close(two.splitting(dimer(weak, U, V=V)),
             4 * weak**2 / (U - V), 1e-3)
assert close(two.splitting(dimer(weak, U, offset=2.0)),
             offset_formula(weak, U, 2.0), 1e-3)
weak_pd = 0.05
assert close(three.splitting(oxygen_bridge(weak_pd, U, delta, U_p)),
             oxygen_formula(weak_pd**2 / delta, U, delta, U_p), 5e-3)
assert close(three.splitting(hund_bond(0.02, U, J_H), one_inert),
             hund_formula(0.02, U, J_H), 5e-3)

# Their sizes for the example.
J_V = 4 * t**2 / (U - V)
J_V_full = two.splitting(dimer(t, U, V=V))
# 1 MV/cm is 0.1 V/nm.
offset = 0.1 * field_MV_cm * spacing_nm
field_change = offset_formula(t, U, offset) / J - 1
t_pd = np.sqrt(t * delta)
J_oxygen = oxygen_formula(t, U, delta, U_p)
J_oxygen_full = three.splitting(oxygen_bridge(t_pd, U, delta, U_p))
J_hund = hund_formula(t, U, J_H)
J_hund_full = three.splitting(hund_bond(t, U, J_H), one_inert)
assert J_hund < 0 and J_hund_full < 0


def show(label, value, unit, digits):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("hopping t", t, "eV", 2)
show("local repulsion U", U, "eV", 2)
show("ratio t/U", t / U, "", 4)
show("singlet matrix element 2t", element, "eV", 3)
show("second-order splitting J", 1e3 * J, "meV", 2)
show("J divided by Boltzmann constant", J / k_eV, "K", 0)
show("full two-site splitting", 1e3 * J_full, "meV", 2)
show("second-order minus full", 1e3 * (J - J_full), "meV", 3)
show("next term 16t^4/U^3", 1e3 * next_term, "meV", 3)
show("excess of J over full value", 100 * (J / J_full - 1), "%", 2)
show("ionic weight, full", 100 * ionic_weight, "%", 2)
show("ionic weight, 4t^2/U^2", 100 * 4 * t**2 / U**2, "%", 2)
show("ratio U/J", U / J, "", 1)
show("temperature", temperature, "K", 0)
show("thermal energy kT", 1e3 * k_eV * temperature, "meV", 2)
show("triplet fraction with J", 100 * triplet_second, "%", 1)
show("triplet fraction, full spectrum", 100 * triplet_full, "%", 1)
show("intersite repulsion V", V, "eV", 2)
show("J with V, second order", 1e3 * J_V, "meV", 2)
show("J with V, full", 1e3 * J_V_full, "meV", 2)
show("field", field_MV_cm, "MV/cm", 1)
show("site spacing", spacing_nm, "nm", 1)
show("site offset from field", offset, "eV", 3)
show("change of J by field", 100 * field_change, "%", 3)
show("charge-transfer energy", delta, "eV", 1)
show("oxygen repulsion Up", U_p, "eV", 1)
show("metal-oxygen hopping tpd", t_pd, "eV", 3)
show("J with oxygen, fourth order", 1e3 * J_oxygen, "meV", 2)
show("J with oxygen, full cluster", 1e3 * J_oxygen_full, "meV", 2)
show("Hund coupling JH", J_H, "eV", 2)
show("Hund bond E_T-E_S, second order", 1e3 * J_hund, "meV", 2)
show("Hund bond E_T-E_S, full", 1e3 * J_hund_full, "meV", 2)
print("done: every assertion held")
```

Output:

```
hopping t: 0.25 eV
local repulsion U: 4.00 eV
ratio t/U: 0.0625
singlet matrix element 2t: 0.500 eV
second-order splitting J: 62.50 meV
J divided by Boltzmann constant: 725 K
full two-site splitting: 61.55 meV
second-order minus full: 0.947 meV
next term 16t^4/U^3: 0.977 meV
excess of J over full value: 1.54 %
ionic weight, full: 1.49 %
ionic weight, 4t^2/U^2: 1.56 %
ratio U/J: 64.0
temperature: 300 K
thermal energy kT: 25.85 meV
triplet fraction with J: 21.1 %
triplet fraction, full spectrum: 21.7 %
intersite repulsion V: 0.50 eV
J with V, second order: 71.43 meV
J with V, full: 70.03 meV
field: 1.0 MV/cm
site spacing: 0.4 nm
site offset from field: 0.040 eV
change of J by field: 0.010 %
charge-transfer energy: 6.0 eV
oxygen repulsion Up: 4.0 eV
metal-oxygen hopping tpd: 1.225 eV
J with oxygen, fourth order: 93.75 meV
J with oxygen, full cluster: 79.33 meV
Hund coupling JH: 0.60 eV
Hund bond E_T-E_S, second order: -10.03 meV
Hund bond E_T-E_S, full: -9.77 meV
done: every assertion held
```
